# Zero-point reduction of the Néel moment on the square lattice: verification in Python

```python
# Result under test (square-lattice Heisenberg antiferromagnet, linear spin waves, T=0):
#   gamma=(cos kx+cos ky)/2, f=1/sqrt(1-gamma^2), I = zone average of f
#   dS=(I-1)/2 = pi/(2 Gamma(3/4)^4) - 1/2      (moment reduction, units of hbar)
# On an N x N grid with singular points omitted: dS_N-dS = c1/N + c2/N^2 + O(N^-3),
#   Gamma grid even N: c1=Z/(sqrt2 pi), c2=1; shifted even N: c1=(sqrt2-1)Z/(sqrt2 pi), c2=0;
#   Gamma grid odd N: c1=Z/(2 pi), c2=1/2;  Z=-4+2 sum' erfc(sqrt(pi)|n|)/|n| over Z^2.
# eta: reduced staggered field (opens a gap). Energies in units of J*S.
import numpy as np, mpmath as mp
from fractions import Fraction as Fr
from math import comb, pi, sqrt, log, gamma as Gam
from scipy.special import erfc, ellipkm1
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

def gap2(kx, ky, eta=0.0):   # (1+eta)^2-gamma^2 without cancellation
    return (eta+np.sin(kx/2)**2+np.sin(ky/2)**2)*(eta+np.cos(kx/2)**2+np.cos(ky/2)**2)

def grid(N, shift, eta=0.0):
    k = 2*pi*(np.arange(N)+shift)/N
    d = gap2(k[:, None], k[None, :], eta)
    keep = d > 1e-12
    return np.sum((1+eta)/np.sqrt(d[keep])-1)/(2*N*N), int(d.size-keep.sum())

def polar(eta=0.0, n=60):    # Gauss-Legendre on one octant of the magnetic zone
    x, w = np.polynomial.legendre.leggauss(n)
    th, wt = (x+1)*pi/8, w*pi/8
    R = pi/(np.cos(th)+np.sin(th))
    r, wr = np.outer(R, (x+1)/2), np.outer(R, w/2)
    g = r*(1+eta)/np.sqrt(gap2(r*np.cos(th)[:, None], r*np.sin(th)[:, None], eta))
    return (16*np.sum(wt[:, None]*wr*g)/(4*pi**2)-1)/2

# exact spin-S dimer in a staggered field tends to the boson result as 1/S
def dimer(S, eta):
    m = np.arange(S, -S-1, -1.0)
    _, v = eigh_tridiagonal(-m**2-2*eta*S*m, 0.5*(S*(S+1)-m[:-1]*(m[:-1]-1)),
                            select='i', select_range=(0, 0))
    return float(np.sum(v[:, 0]**2*(S-m)))
gd = 1/1.5
lsw = 0.5*(1/sqrt(1-gd**2)-1)
d4, d8 = dimer(400, 0.5), dimer(800, 0.5)
assert 1.9 < (d4-lsw)/(d8-lsw) < 2.1 and abs(2*d8-d4-lsw) < 1e-5
print(f"dimer eta=0.5: dS(S=400)={d4:.6f} dS(S=800)={d8:.6f} boson={lsw:.6f} hbar")

# real-space paraunitary diagonalization of a periodic cluster
L, eta_c = 6, 0.05
ns = L*L
B = np.zeros((ns, ns))
for x in range(L):
    for y in range(L):
        for j in (((x+1) % L)*L+y, x*L+(y+1) % L):
            B[x*L+y, j] += 1; B[j, x*L+y] += 1
A = 4*(1+eta_c)*np.eye(ns)
K = np.linalg.cholesky(np.block([[A, B], [B, A]])).T
E, U = np.linalg.eigh(K@np.diag([1.0]*ns+[-1.0]*ns)@K.T)
T = np.linalg.solve(K, U)*np.sqrt(abs(E))
n_site = np.sum(T[:ns][:, E < 0]**2, axis=1)
kk = 2*pi*np.arange(L)/L
om = np.sort(4*np.sqrt(gap2(kk[:, None], kk[None, :], eta_c)).ravel())
assert np.allclose(np.sort(E[E > 0]), om, atol=1e-10)
assert np.allclose(n_site, grid(L, 0, eta_c)[0], atol=1e-10)
print(f"6x6, eta=0.05: real space {n_site[0]:.8f}, k sum {grid(L,0,eta_c)[0]:.8f} hbar")

# expansion of f at both singular points
q = 1e-2
for k0 in (0.0, pi):
    for th in (0.0, 0.3, pi/4, 2.0):
        fv = 1/np.sqrt(gap2(k0+q*np.cos(th), k0+q*np.sin(th)))
        assert abs((fv-sqrt(2)/q)/q-sqrt(2)*(3/32+np.cos(4*th)/96)) < 1e-4

# zone moments of gamma, exact on a grid finer than the polynomial degree
k16 = 2*pi*np.arange(16)/16
g16 = (np.cos(k16)[:, None]+np.cos(k16)[None, :])/2
for n in range(1, 7):
    assert abs(np.mean(g16**(2*n))-(comb(2*n, n)/4**n)**2) < 1e-13
# Clausen identity in exact rationals
b = [Fr(1)]
for n in range(30):
    b.append(b[-1]*(Fr(4*n+1, 4*n+4))**2)
for n in range(31):
    assert sum(b[i]*b[n-i] for i in range(n+1)) == Fr(comb(2*n, n), 4**n)**3
# series summed directly, with the leading n^(-3/2) tail
M = 10**6
nn = np.arange(M-1.0)
y1 = 1+np.sum(np.cumprod(((nn+.25)/(nn+1))**2))+2/(Gam(.25)**2*sqrt(M-.5))
assert abs(y1-sqrt(pi)/Gam(.75)**2) < 1e-8
I_part = 1+np.sum(np.cumprod(((nn+.5)/(nn+1))**3))
I_ser = I_part+2/(pi**1.5*sqrt(M-.5))
I_ell = 4/pi**2*quad(lambda s: 3*s*s*ellipkm1(np.sin(s**3)**2), 0, (pi/2)**(1/3),
                     epsabs=1e-11, epsrel=1e-11, limit=200)[0]
I_ex = pi/Gam(.75)**4
dS = (I_ex-1)/2
assert abs(polar()-dS) < 1e-11 and abs(I_ell-I_ex) < 1e-9 and abs(I_ser-I_ex) < 1e-8
assert abs(I_ex-Gam(.25)**4/(4*pi**3)) < 1e-12
print(f"Gamma(3/4) = {Gam(.75):.10f}, y(1) series+tail = {y1:.9f}")
print(f"I closed form = {I_ex:.10f} (dimensionless)")
print(f"I series, 1e6 terms = {I_part:.7f}, with tail = {I_ser:.9f}")
print(f"dS closed form = {dS:.10f} hbar")
print(f"dS polar quadrature = {polar():.10f} hbar")
print(f"dS elliptic integral = {(I_ell-1)/2:.10f} hbar")
print(f"dS series+tail = {(I_ser-1)/2:.9f} hbar")
S, g = 0.5, 2.0
print(f"S={S}, g={g}: S-dS = {S-dS:.6f} hbar = {g*(S-dS):.6f} mu_B")
print(f"fractional reduction dS/S = {dS/S:.5f}")

# lattice constant Z
n = np.arange(-30, 31)
for t in (0.3, 0.8):
    assert abs(np.sum(np.exp(-pi*t*n**2))**2-np.sum(np.exp(-pi*n**2/t))**2/t) < 1e-12
r = np.hypot(n[:, None], n[None, :]); r = r[r > 0]
Z = -4+2*np.sum(erfc(sqrt(pi)*r)/r)
def regulated(eps, shift):
    m = np.arange(-260, 261)+shift
    rr = np.hypot(m[:, None], m[None, :]); rr = rr[rr > 0]
    return np.sum(np.exp(-pi*eps*rr**2)/rr)-pi/sqrt(eps)
Zd = 2*regulated(2e-4, 0)-regulated(4e-4, 0)
Zsd = 2*regulated(2e-4, .5)-regulated(4e-4, .5)
Zs = (sqrt(2)-1)*Z
assert abs(Zd-Z) < 1e-6 and abs(Zsd-Zs) < 1e-6
zh, bh = float(mp.zeta(.5)), float((mp.zeta(.5, .25)-mp.zeta(.5, .75))/2)
assert abs(4*zh*bh-Z) < 1e-11
print(f"erfc shells: |n|=1 {8*erfc(sqrt(pi)):.7f}, |n|=sqrt2 {8*erfc(sqrt(2*pi))/sqrt(2):.7f}")
print(f"Z erfc sum = {Z:.9f}, direct regulated sum = {Zd:.7f}")
print(f"zeta(1/2) = {zh:.8f}, beta(1/2) = {bh:.8f}, 4 zeta beta = {4*zh*bh:.9f}")
print(f"Zs=(sqrt2-1)Z = {Zs:.9f}, direct regulated sum = {Zsd:.7f}")

cases = {"Gamma even": (0, 0, Z/(sqrt(2)*pi), 1.0, 2),
         "shifted even": (.5, 0, Zs/(sqrt(2)*pi), 0.0, 0),
         "Gamma odd": (0, 1, Z/(2*pi), 0.5, 1)}
for name, (sh, odd, c1, c2, nom) in cases.items():
    err = {N: grid(N+odd, sh)[0]-dS for N in (64, 128, 256, 512)}
    assert grid(64+odd, sh)[1] == nom
    N1, N2 = 256+odd, 512+odd
    p = log(err[256]/err[512])/log(N2/N1)
    c1m = N2*err[512]-c2/N2
    c3 = [(err[N]-c1/(N+odd)-c2/(N+odd)**2)*(N+odd)**3 for N in (64, 128)]
    assert abs(p-1) < 0.01 and abs(c1m-c1) < 1e-5
    assert abs(c3[0]/c3[1]-1) < 0.03
    print(f"{name}: c1={c1:.7f} measured {c1m:.7f}, c2={c2} (hbar)")
    print(f"  exponent N={N1}->{N2}: {p:.4f}; measured c3={c3[0]:.4f}, {c3[1]:.4f} hbar")

print("N, dS_N Gamma, N*err, dS_N shifted, N*err (hbar)")
for N in (8, 16, 32, 64, 128, 256, 512):
    a, s = grid(N, 0)[0], grid(N, .5)[0]
    assert a < s < dS
    print(f"{N:4d} {a:.7f} {N*(a-dS):.6f} {s:.7f} {N*(s-dS):.6f}")

for name in ("Gamma even", "shifted even"):
    sh, _, c1, c2, _ = cases[name]
    N = 8
    while abs(c1/N+c2/N**2) > 1e-3:
        N += 2
    e1, e0 = abs(grid(N, sh)[0]-dS), abs(grid(N-2, sh)[0]-dS)
    assert e1 < 1e-3 < e0
    print(f"{name}: error<1e-3 hbar needs N={N} ({N*N} points), error {e1:.4e}")
    cor = grid(16, sh)[0]-c1/16-c2/256
    assert abs(cor-dS) < 1e-4
    print(f"  N=16 correction {-c1/16-c2/256:.7f}, corrected {cor:.7f}, error {cor-dS:.2e} hbar")
rich = 2*grid(32, .5)[0]-grid(16, .5)[0]
assert abs(rich-dS) < 1e-4
print(f"Richardson shifted 16,32: {rich:.7f}, error {rich-dS:.2e} hbar")

# a gap removes the power law
ref = polar(0.1)
eg = {N: grid(N, 0, 0.1)[0]-ref for N in (8, 16, 32)}
assert abs(eg[32]) < 1e-8
assert abs(eg[16]/eg[32]) > 10*abs(eg[8]/eg[16]) > 100
print(f"eta=0.1: dS = {ref:.9f} hbar")
print(f"  grid errors N=8,16,32: {eg[8]:.2e} {eg[16]:.2e} {eg[32]:.2e} hbar")
print("finished without a failed check")
```

Output:

```
dimer eta=0.5: dS(S=400)=0.170944 dS(S=800)=0.170882 boson=0.170820 hbar
6x6, eta=0.05: real space 0.12951164, k sum 0.12951164 hbar
Gamma(3/4) = 1.2254167025, y(1) series+tail = 1.180340599
I closed form = 1.3932039297 (dimensionless)
I series, 1e6 terms = 1.3928448, with tail = 1.393203930
dS closed form = 0.1966019648 hbar
dS polar quadrature = 0.1966019648 hbar
dS elliptic integral = 0.1966019648 hbar
dS series+tail = 0.196601965 hbar
S=0.5, g=2.0: S-dS = 0.303398 hbar = 0.606796 mu_B
fractional reduction dS/S = 0.39320
erfc shells: |n|=1 0.0975111, |n|=sqrt2 0.0022217
Z erfc sum = -3.900264920, direct regulated sum = -3.9002649
zeta(1/2) = -1.46035451, beta(1/2) = 0.66769146, 4 zeta beta = -3.900264920
Zs=(sqrt2-1)Z = -1.615542627, direct regulated sum = -1.6155426
Gamma even: c1=-0.8778680 measured -0.8778684, c2=1.0 (hbar)
  exponent N=256->512: 0.9968; measured c3=-0.0898, -0.0898 hbar
shifted even: c1=-0.3636248 measured -0.3636253, c2=0.0 (hbar)
  exponent N=256->512: 1.0000; measured c3=-0.1162, -0.1162 hbar
Gamma odd: c1=-0.6207464 measured -0.6207468, c2=0.5 (hbar)
  exponent N=257->513: 0.9977; measured c3=-0.1030, -0.1030 hbar
N, dS_N Gamma, N*err, dS_N shifted, N*err (hbar)
   8 0.1023293 -0.754181 0.1509144 -0.365500
  16 0.1456198 -0.815714 0.1738468 -0.364082
  32 0.1701424 -0.846705 0.1852351 -0.363738
  64 0.1831291 -0.862265 0.1909199 -0.363653
 128 0.1898046 -0.870061 0.1937611 -0.363632
 256 0.1931880 -0.873963 0.1951815 -0.363627
 512 0.1948912 -0.875915 0.1958918 -0.363625
Gamma even: error<1e-3 hbar needs N=878 (770884 points), error 9.9855e-04
  N=16 correction 0.0509605, corrected 0.1965803, error -2.16e-05 hbar
shifted even: error<1e-3 hbar needs N=364 (132496 points), error 9.9897e-04
  N=16 correction 0.0227266, corrected 0.1965734, error -2.86e-05 hbar
Richardson shifted 16,32: 0.1966234, error 2.15e-05 hbar
eta=0.1: dS = 0.091900404 hbar
  grid errors N=8,16,32: 8.88e-04 2.83e-06 6.63e-11 hbar
finished without a failed check
```
